# Acoustic-Phonon Mobility of One Subband and Its Effective Confinement Width, part 1

(Sections cited here and not found follow in the second part.)

## First half: from thermal strain to mobility

### The situation

A gate field holds the electrons of a transistor channel against an insulator. They move freely along the interface but occupy a standing wave a few nanometres thick across it. Even a perfect crystal resists their motion, because its thermal vibrations compress and dilate the lattice and so shift the conduction-band edge. The question is how the resistance depends on the shape of the standing wave, and whether one length can carry that dependence.

Let \(\mathbf R\) be position in the plane, \(z\) the distance from the interface, and \(\mathbf s(\mathbf r)\) the lattice displacement. The local dilatation is \(\Delta=\nabla\cdot\mathbf s\), and the band edge moves by

\[
V(\mathbf r)=D\,\Delta(\mathbf r),
\]

where the energy \(D\) is the deformation potential. I assume that \(D\) is one number, the same for every direction of strain. The medium has density \(\rho\) and longitudinal sound speed \(u\). Formulas are in SI units.

The electron occupies one subband with state

\[
\Psi_{\mathbf k}(\mathbf R,z)=\frac{e^{i\mathbf k\cdot\mathbf R}}{\sqrt A}\,\psi(z),\qquad
E=\frac{\hbar^2k^2}{2m},\qquad \int\psi^2dz=1 .
\]

Here \(A\) is the area, \(m\) the isotropic in-plane mass, and \(\psi\) is real. Energy is measured from the subband bottom.

### A simple case: frozen strain and a uniform slab

Sound is much slower than a thermal electron, so I first treat the strain as frozen during a collision. I also replace \(\psi^2\) by a uniform density \(1/L\) in a slab of thickness \(L\). This density is a device for counting strain, not a realistic state.

The statistics of \(\Delta\) come first. For a longitudinal wave along \(x\), the equation of motion \(\rho\ddot s=c\,\partial_x^2s\) gives \(u^2=c/\rho\), and the strain energy density is \(\tfrac12c(\partial_xs)^2=\tfrac12\rho u^2\Delta^2\). Expand the dilatation in a volume \(\Omega\):

\[
\Delta(\mathbf r)=\sum_{\mathbf Q}\Delta_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r},\qquad
U=\tfrac12\rho u^2\Omega\sum_{\mathbf Q}|\Delta_{\mathbf Q}|^2 .
\]

Since \(\Delta\) is real, \(\Delta_{-\mathbf Q}=\Delta_{\mathbf Q}^*\). The pair \(\pm\mathbf Q\) therefore has energy \(\rho u^2\Omega|\Delta_{\mathbf Q}|^2\) and two real coordinates, the real and imaginary parts of \(\Delta_{\mathbf Q}\). Classical equipartition gives each coordinate \(k_BT/2\), hence

\[
\langle|\Delta_{\mathbf Q}|^2\rangle=\frac{k_BT}{\rho u^2\Omega}.
\]

This does not depend on \(\mathbf Q\). Summing plane waves of equal strength gives a delta function:

\[
\langle\Delta(\mathbf r)\Delta(\mathbf r')\rangle
=\frac{k_BT}{\rho u^2}\,\delta(\mathbf r-\mathbf r').
\]

In this continuum model, thermal dilatation at different points is uncorrelated. The slab electron feels its average over the thickness,

\[
\bar\Delta(\mathbf R)=\frac1L\int_0^L\Delta(\mathbf R,z)\,dz .
\]

The correlation of \(\bar\Delta\) contains \(L^{-2}\int_0^L\!\int_0^L\delta(z-z')\,dz\,dz'=1/L\), so

\[
\langle\bar\Delta(\mathbf R)\bar\Delta(\mathbf R')\rangle
=\frac{k_BT}{\rho u^2L}\,\delta(\mathbf R-\mathbf R').
\]

A thicker state averages over more independent strain and feels less of it. That is the origin of the confinement dependence.

The matrix element between \(\mathbf k\) and \(\mathbf k'=\mathbf k+\mathbf q\) is \(M=(D/A)\int e^{-i\mathbf q\cdot\mathbf R}\bar\Delta\,d^2R\). Its mean square has a prefactor \(1/A^2\), and the remaining integral over the plane gives \(A\):

\[
\langle|M|^2\rangle=\frac{D^2k_BT}{\rho u^2LA}.
\]

The strain is frozen, so the electron energy is conserved. Spin and valley do not change. The number of final states per unit energy is

\[
\sum_{\mathbf k'}\delta(E'-E)
=\frac{A}{(2\pi)^2}\int2\pi k'\,dk'\,\delta(E'-E)
=\frac{Am}{2\pi\hbar^2},
\]

because \(k'dk'=m\,dE'/\hbar^2\). Fermi's golden rule then gives

\[
\frac1\tau=\frac{2\pi}{\hbar}\,
\frac{D^2k_BT}{\rho u^2LA}\,\frac{Am}{2\pi\hbar^2}
=\frac{mD^2k_BT}{\hbar^3\rho u^2L}.
\]

Two limits make sense. As \(T\to0\) the classical rate vanishes with the strain fluctuations, although the classical assumption itself fails there. At fixed \(T\), a stiffer medium, with larger \(\rho u^2\), scatters less.

### Any envelope

For a general state, the uniform weight \(1/L\) is replaced by \(n(z)=\psi^2(z)\). The potential that acts in the plane is \(D\int n(z)\Delta(\mathbf R,z)\,dz\), and its correlation contains

\[
\iint n(z)n(z')\delta(z-z')\,dz\,dz'=\int\psi^4dz .
\]

Everything else in the calculation stands. This defines the effective confinement width:

\[
\boxed{\;\frac1W=\int\psi^4(z)\,dz,\qquad
\frac1\tau=\frac{mD^2k_BT}{\hbar^3\rho u^2W}\;}
\]

For the slab, \(\int L^{-2}dz=1/L\), so \(W=L\), as it must be. For the ground state of a hard box, \(\psi=\sqrt{2/L}\sin(\pi z/L)\). The average of \(\sin^4\) over the box is \(3/8\), hence

\[
\frac1W=\frac4{L^2}\,\frac{3L}8=\frac3{2L},\qquad W=\frac{2L}3 .
\]

The result is less than \(L\) because the electron gathers near the middle. For any density confined to a length \(L\), the Cauchy–Schwarz inequality gives

\[
1=\left(\int n\,dz\right)^2\le L\int n^2dz=\frac LW,
\]

so \(W\le L\).

The width \(W\) is not the distance between the outer parts of the charge. Suppose a density is divided equally between two separate copies of the same lobe. Then \(\int n^2dz\) has two terms, each one quarter of the original value, so \(W\) doubles whatever the distance between the lobes. It measures how much material the electron samples.

### A limit that needs more than one subband

As a hard box widens, the rate within its lowest subband tends to zero, although a bulk crystal does scatter electrons. The missing part is scattering into other subbands. For states \(i\) and \(j\) the same calculation has \(\psi_i\psi_j\) in place of \(\psi^2\), so

\[
\frac1{W_{ij}}=\int\psi_i^2\psi_j^2dz .
\]

In the box, different states give \(1/W_{ij}=(4/L^2)(L/4)=1/L\), while equal states give \(3/(2L)\). Let the mass be \(m\) in all three directions and let the total energy be \(\hbar^2K^2/2m\), now measured from the bulk band edge. About \(KL/\pi\) subbands are open when \(L\) is large. The extra \(1/(2L)\) from the equal state becomes negligible, and the sum over final subbands is

\[
\sum_j\frac1{W_{ij}}\longrightarrow\frac1L\,\frac{KL}\pi=\frac K\pi,
\qquad
\frac1{\tau_{\rm bulk}}=\frac{mKD^2k_BT}{\pi\hbar^3\rho u^2}.
\]

Direct use of the bulk density of states per spin, \(mK/(2\pi^2\hbar^2)\) per unit volume, in the golden rule gives

\[
\frac{2\pi}\hbar\,\frac{D^2k_BT}{\rho u^2}\,\frac{mK}{2\pi^2\hbar^2}
=\frac{mKD^2k_BT}{\pi\hbar^3\rho u^2},
\]

which is the same. The one-subband formula therefore has the correct normalization, and it requires other subbands to be out of reach.

### Phonons instead of frozen strain

The classical argument hides the difference between absorbing and emitting a phonon. To restore it, write

\[
\mathbf s(\mathbf r)=\sum_{\mathbf Q}\sqrt{\frac{\hbar}{2\rho\Omega\omega_Q}}\;
\hat{\mathbf Q}\left(a_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r}
+a_{\mathbf Q}^\dagger e^{-i\mathbf Q\cdot\mathbf r}\right),
\qquad \omega_Q=uQ .
\]

The prefactor can be checked from the energy. With \(N\) quanta in a mode, \(\langle s^2\rangle=\hbar(2N+1)/(2\rho\Omega\omega)\). Kinetic and elastic energies have equal averages, so the total is \(\rho\Omega\omega^2\langle s^2\rangle=\hbar\omega(N+\tfrac12)\), as required.

Taking the divergence brings down \(iQ\) for absorption and \(-iQ\) for emission. The signs disappear in the squared elements:

\[
|M_{\rm abs}|^2=\frac{D^2\hbar Q^2}{2\rho\Omega\omega_Q}|I(q_z)|^2N_Q,
\qquad
|M_{\rm em}|^2=\frac{D^2\hbar Q^2}{2\rho\Omega\omega_Q}|I(q_z)|^2(N_Q+1),
\]

\[
I(q_z)=\int\psi^2(z)e^{iq_zz}dz .
\]

Integration over the plane conserves in-plane momentum. No such rule fixes \(q_z\), because the confined state is not a state of definite \(z\) momentum. All values of \(q_z\) contribute, weighted by \(|I|^2\).

Now assume \(\hbar\omega_Q\ll k_BT\). Then \(N_Q\) and \(N_Q+1\) both approach \(k_BT/\hbar\omega_Q\), and the two squared elements add to

\[
\frac{D^2\hbar Q^2}{2\rho\Omega\omega_Q}\,|I|^2\,\frac{2k_BT}{\hbar\omega_Q}
=\frac{D^2k_BT}{\rho\Omega u^2}|I(q_z)|^2 .
\]

The factor \(Q^2\) has cancelled against \(\omega_Q^2=u^2Q^2\). With \(\Omega=AL_z\), the sum over \(q_z\) is \(L_z\int dq_z/(2\pi)\), and

\[
\int\frac{dq_z}{2\pi}|I|^2
=\iint n(z)n(z')\left[\int\frac{dq_z}{2\pi}e^{iq_z(z-z')}\right]dz\,dz'
=\int n^2dz=\frac1W .
\]

The phonon overlap has become the effective width, and the boxed rate returns when the phonon energy is neglected in \(\delta(E'-E\mp\hbar\omega_Q)\).

The first quantum correction to the occupations is small for a definite reason. With \(x=\hbar\omega_Q/k_BT\),

\[
2N_Q+1=\coth\frac x2=\frac2x\left(1+\frac{x^2}{12}+\cdots\right).
\]

There is no relative correction linear in \(x\) in the sum of absorption and emission. At low temperature this expansion fails, emission is restricted by the electron's energy, and the formula should not be used.

### What a reflecting interface changes

The phonons above fill an unbounded medium, whereas a channel lies beside an interface. Consider a scalar model in which dilatation waves are perfectly reflected at \(z=0\). The modes across the half-space are cosines or sines, depending on the boundary condition. Their completeness relations are

\[
\frac2\pi\int_0^\infty\cos(qz)\cos(qz')\,dq=\delta(z-z')+\delta(z+z'),
\]

\[
\frac2\pi\int_0^\infty\sin(qz)\sin(qz')\,dq=\delta(z-z')-\delta(z+z').
\]

The image term requires \(z=-z'\). An electron confined to \(z>0\), with \(\psi(0)=0\), has no contribution from it, so \(W\) is unchanged. A real interface also transmits waves and converts compression into shear. This argument does not cover those effects.

### From the rate to the mobility

A collision through angle \(\theta\) at fixed energy removes the fraction \(1-\cos\theta\) of the forward momentum. The squared element, summed over \(q_z\), is the same for every \(\theta\), so \(\cos\theta\) averages to zero. The momentum-loss rate equals the total rate.

Apply a weak in-plane field \(\mathcal E\) along \(x\). An electron of charge \(-e\) has \(\hbar\dot k_x=-e\mathcal E\). In the steady state, with \(f=f_0+f_1\),

\[
-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}
=\sum_{\mathbf k'}S_{\mathbf k\mathbf k'}\left[f(\mathbf k')-f(\mathbf k)\right].
\]

The Pauli factors have cancelled: for elastic scattering with a symmetric rate \(S\), \(f'(1-f)-f(1-f')=f'-f\). Since \(f_1\) is odd in \(\mathbf k\) and the scattering is isotropic, the incoming term sums to zero. The right side is \(-f_1/\tau\). With \(\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E\),

\[
f_1=e\tau\mathcal E\,v_x\frac{\partial f_0}{\partial E}.
\]

The density of states is constant, and averaging over directions gives \(v_x^2\to E/m\). The drift velocity is therefore

\[
\langle v_x\rangle=\frac{e\tau\mathcal E}{m}\,
\frac{\int_0^\infty E\,(\partial f_0/\partial E)\,dE}{\int_0^\infty f_0\,dE}
=-\frac{e\tau}{m}\mathcal E .
\]

The last step is an integration by parts; \(Ef_0\) vanishes at both ends. The mobility is the ratio of the magnitudes of drift velocity and field:

\[
\boxed{\;\mu=\frac{e\tau}{m}=\frac{e\hbar^3\rho u^2W}{m^2D^2k_BT}\;}
\]

One factor of \(m\) comes from the final states and the other from inertia. Because \(\tau\) does not depend on energy, the result holds for nondegenerate and degenerate electrons alike, within this elastic and unscreened model.

## Second half: a gate-confined channel and the limits of the model

### What is carried over

The in-plane mass is \(m\), the deformation potential \(D\), the density \(\rho\), and the longitudinal sound speed \(u\). The real envelope \(\psi(z)\) has density \(n=\psi^2\) and width \(W=1/\int\psi^4dz\). The first half gave

\[
\frac1\tau=\frac{mD^2k_BT}{\hbar^3\rho u^2W},\qquad \mu=\frac{e\tau}m,
\]

for one subband, bulk longitudinal phonons, equipartition and quasi-elastic, unscreened scattering. For a transition between subbands, \(1/W\) is replaced by \(1/W_{12}=\int\psi_1^2\psi_2^2dz\).

### The width in a uniform field

Let a field \(F\) press the electron against a hard wall at \(z=0\), so its potential energy is \(eFz\). Its mass across the interface is \(m_z\). A simple trial envelope that vanishes at the wall is

\[
\psi=\sqrt{\frac{b^3}2}\,z\,e^{-bz/2}.
\]

The integral \(\int_0^\infty z^ne^{-bz}dz=n!/b^{n+1}\) confirms the normalization and gives \(\langle z\rangle=(b^3/2)(6/b^4)=3/b\). For the kinetic energy,

\[
\int\psi'^2dz=\frac{b^3}2\int_0^\infty\left(1-bz+\frac{b^2z^2}4\right)e^{-bz}dz
=\frac{b^3}2\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}4 .
\]

Thus

\[
E(b)=\frac{\hbar^2b^2}{8m_z}+\frac{3eF}b,\qquad
\frac{dE}{db}=\frac{\hbar^2b}{4m_z}-\frac{3eF}{b^2}=0,
\qquad b^3=\frac{12m_zeF}{\hbar^2}.
\]

The width follows from the same integral:

\[
\frac1W=\frac{b^6}4\int_0^\infty z^4e^{-2bz}dz
=\frac{b^6}4\,\frac{24}{32b^5}=\frac{3b}{16},\qquad W=\frac{16}{3b}.
\]

At fixed \(D\), the mobility varies as \(F^{-1/3}T^{-1}\). A stronger field compresses the electron into less material, and the thermal strain averages out less well.

This part has derived the acoustic-phonon mobility of a one-subband channel, in which the confinement enters only through the width \(W\), and has found \(W\) for a trial envelope in a uniform field. It remains to put in numbers for a silicon channel, test the trial envelope and the model's assumptions, and compare the result with a real channel.
